# Flux-Limited Transport of Precursor Pulses and the Purge Time

## Choosing a cell size before trusting a purge time

A reactor calculation can be used to decide when the next reactant may be admitted after a precursor pulse. If the numerical scheme spreads the trailing edge of the pulse, the calculated purge is too long. If it produces negative densities, a surface-reaction model receives meaningless input. In the tube reactor treated below, first-order upwind differences on 2 cm cells lengthen the calculated purge from 89.5 to 108.9 ms. A limited flux on the same cells gives 91.3 ms and keeps every density non-negative.

### The transport model

Let $n(x,t)$ be the precursor density averaged over the cross-section of a tube of radius $a$. The precursor is dilute, the mean gas speed $u>0$ is constant, and the wall neither takes up nor releases gas. Then
$$
n_t+u n_x=K n_{xx}+S,\qquad S\ge0,
$$
where $S$ is the injection source and $K$ the axial dispersion coefficient.

$K$ exceeds the molecular diffusion coefficient $D$ because gas on the axis moves faster than gas near the wall. With $\rho=r/a$, developed laminar flow has $v=2u(1-\rho^2)$, so $v-u=u(1-2\rho^2)$. Write the local density as $n+n_1(r)$, where $n_1$ has zero mean over the cross-section. When $n$ changes slowly compared with radial mixing, the leading balance in the frame moving with speed $u$ is
$$
\frac Dr\frac{\partial}{\partial r}\left(r\frac{\partial n_1}{\partial r}\right)=u(1-2\rho^2)n_x .
$$
One integration, with no flux on the axis, gives $\partial n_1/\partial r=(u n_x/2D)(r-r^3/a^2)$. A second gives
$$
n_1=\frac{ua^2n_x}{D}\left(\frac{\rho^2}{4}-\frac{\rho^4}{8}+\text{const}\right).
$$
The constant carries no net flux, because $v-u$ has zero mean. The extra axial flux is therefore
$$
2\int_0^1(v-u)n_1\rho\,d\rho
=\frac{2u^2a^2n_x}{D}\left(\frac1{16}-\frac5{48}+\frac1{32}\right)
=-\frac{u^2a^2}{48D}n_x ,
$$
and hence $K=D+u^2a^2/(48D)$. This physical spreading is the standard against which numerical spreading must be judged.

### What upwind differences add

Divide the tube into cells of length $\Delta x$ with averages $n_i$, and define
$$
c=\frac{u\Delta t}{\Delta x},\qquad d=\frac{K\Delta t}{\Delta x^2},\qquad
\Delta_i=n_{i+1}-n_i .
$$
The advection step is a balance of face fluxes,
$$
n_i'=n_i-\frac{\Delta t}{\Delta x}(F_{i+1/2}-F_{i-1/2}),
$$
$$
F_{i+1/2}=u\left[n_i+\tfrac12(1-c)\phi(r_i)\Delta_i\right],\qquad
r_i=\frac{\Delta_{i-1}}{\Delta_i}.
$$
What leaves one cell enters the next, so mass is conserved for any function $\phi$, which is called the limiter.

For $\phi=0$ the scheme is upwind:
$$
n_i'=(1-c)n_i+c\,n_{i-1}.
$$
A fraction $c$ of each cell's content moves by $\Delta x$ and the rest stays. The mean displacement is $c\Delta x$, as it should be. Its variance is $c\Delta x^2-c^2\Delta x^2=c(1-c)\Delta x^2$, whereas pure translation has none. Setting this equal to $2D_{\rm num}\Delta t$ with $\Delta t=c\Delta x/u$ gives
$$
D_{\rm num}=\tfrac12u\Delta x(1-c).
$$
It vanishes at $c=1$, where the profile shifts by one whole cell, and tends to $u\Delta x/2$ as $c\to0$. Shortening the time step at fixed $\Delta x$ therefore increases upwind broadening. With a constant speed and equal cells, choosing $c=1$ avoids it without a limiter, provided the diffusion step is stable at that time step. Where the speed varies along a tube divided into equal cells, $c$ cannot be 1 in every cell.

### Why the full correction is unsafe

Setting $\phi=1$ gives the Lax–Wendroff scheme. Collecting terms,
$$
n_i'=\tfrac12c(1+c)n_{i-1}+(1-c^2)n_i-\tfrac12c(1-c)n_{i+1}.
$$
The first and last weights belong to displacements $+\Delta x$ and $-\Delta x$. The mean displacement in cells is $\frac12c(1+c)+\frac12c(1-c)=c$. The mean square is $\frac12c(1+c)-\frac12c(1-c)=c^2$, so the variance is zero and the upwind broadening is cancelled.

The price is a negative weight. At a sharp trailing edge, $n_{i-1}=n_i=0$ and $n_{i+1}=n_0$, so one step gives $n_i'=-\frac12c(1-c)n_0$. For $c=0.4$ this is $-0.12\,n_0$, and it appears in the gas that should be clean after the pulse.

### The limited update

Let $\phi=0$ for $r\le0$, and otherwise require
$$
0\le\phi(r)\le2,\qquad 0\le\frac{\phi(r)}r\le2 .
$$
Inserting the fluxes gives
$$
n_i'=n_i-c\Delta_{i-1}-\tfrac12c(1-c)\left(\phi_i\Delta_i-\phi_{i-1}\Delta_{i-1}\right).
$$
Since $\Delta_i=\Delta_{i-1}/r_i$, a factor $\Delta_{i-1}=n_i-n_{i-1}$ can be taken out:
$$
n_i'=(1-C_i)n_i+C_in_{i-1},\qquad
C_i=c\left[1+\tfrac12(1-c)\left(\frac{\phi_i}{r_i}-\phi_{i-1}\right)\right].
$$
The difference in the inner bracket lies between $-2$ and $2$. For $0<c\le1$,
$$
c^2\le C_i\le c(2-c)=1-(1-c)^2\le1 .
$$
The new value is thus a weighted mean of two old ones. It cannot be negative if they are not, and it cannot lie outside their range. If $\Delta_{i-1}=0$, both corrections vanish and $n_i'=n_i$. If $\Delta_i=0$, the product $\phi_i\Delta_i$ is set to zero, which the bounds allow.

The van Leer limiter, $\phi=2r/(1+r)$ for $r>0$, satisfies these conditions. Its correction is the harmonic mean of neighbouring differences,
$$
\phi_i\Delta_i=\frac{2\Delta_{i-1}\Delta_i}{\Delta_{i-1}+\Delta_i},
$$
used when the two differences have the same sign and replaced by zero otherwise.

The bound matters. Take densities $1,\,0.1,\,0,\,0$ and $c=0.1$. At the face leaving the second cell, the differences are $-0.9$ and $-0.1$, with harmonic mean $-0.18$. The face density is $0.1-0.45\times0.18=0.019$, which is positive. If the limiter is multiplied by 1.5, so that it can approach 3, the face density becomes $0.1-0.45\times0.27=-0.0215$. The empty cell then receives $0.1\times(-0.0215)=-0.00215$.

### How much broadening is removed

Compare one limited step with one upwind step from the same isolated pulse. Let $\tilde n_i$ be the upwind result, $a_c$ its mean position, and $A_{i+1/2}=\frac12(1-c)\phi_i\Delta_i$. Then $n_i'-\tilde n_i=-c(A_{i+1/2}-A_{i-1/2})$. Multiplying by $(x_i-a_c)^2$, summing, and collecting the two terms that contain each face gives
$$
\sum_i(x_i-a_c)^2(n_i'-\tilde n_i)
=2c\Delta x\sum_iA_{i+1/2}(x_{i+1/2}-a_c).
$$
Here $(x_{i+1}-a_c)^2-(x_i-a_c)^2=2\Delta x(x_{i+1/2}-a_c)$ was used. Because $\phi\ge0$, $A_{i+1/2}$ is either zero or has the sign of $\Delta_i$. If the old profile rises at all faces left of $a_c$ and falls at all faces right of it, no term in the sum is positive. The variance about the limited pulse's own mean is no larger than its second moment about $a_c$. Under this condition, one limited step therefore leaves a variance no larger than the upwind step does.

This is a one-step result. For many steps I use direct simulation at $c=0.4$. After 200 steps, the variance of a slug 30 cells long has grown by 48.0 cells² with upwind fluxes and by 4.75 cells² with the van Leer limiter. For a single sharp front, the width is measured as the standard deviation of its cell-to-cell drops:

| Scheme | Width after 200 steps | Width after 800 steps |
|---|---:|---:|
| upwind | 6.93 cells | 13.86 cells |
| van Leer | 2.18 cells | 3.12 cells |

The upwind width follows the square root of the step number. Between these two times the limited width grows with an effective exponent of 0.26. Broadening is reduced, not abolished.

On smooth data away from extrema, $r_i-1\approx-\Delta x\,n_{xx}/n_x$ and $\phi-1\approx\frac12(r-1)$. The flux then differs from the Lax–Wendroff flux by about $-\frac14u(1-c)\Delta x^2n_{xx}$, so second-order accuracy is retained. The expansion fails where $n_x=0$. For a Gaussian with standard deviation one tenth of a periodic box, carried once round at $c=0.4$, the mean absolute error between 200 and 400 cells falls with order 2.09 for the limited scheme and 0.91 for upwind. The largest error of the limited scheme falls more slowly, with order about 1.4.

### Diffusion, injection and step limits

After advection, physical dispersion is applied explicitly:
$$
n_i''=d\,n'_{i-1}+(1-2d)n'_i+d\,n'_{i+1}.
$$
All weights are non-negative for $d\le\frac12$. Taylor expansion gives the increment $d\Delta x^2n_{xx}+\frac1{12}d\Delta x^4n_{xxxx}$, while the exact diffusion step contains $d\Delta x^2n_{xx}+\frac12d^2\Delta x^4n_{xxxx}$. Subtracting and dividing by $\Delta t$, the leading error is
$$
K\Delta x^2\left(\frac1{12}-\frac d2\right)n_{xxxx},
$$
which is second order in $\Delta x$ while $d\le\frac12$.

Precursor enters at a tee, $x=0$, in a continuous carrier stream. Its injection rate per unit area is $un_0$, so the tee cell receives $c\,n_0$ per time step. One complete step is:

1. Add half the source to the tee cell.
2. Advect with limited fluxes.
3. Apply the diffusion step.
4. Add the other half of the source.

Each operation preserves non-negative density if $c\le1$ and $d\le\frac12$. Since $d=cK/(u\Delta x)$, refinement at fixed $c$ eventually violates the second limit. The time step must then be reduced further, or diffusion treated implicitly. An explicit first-order wall loss at rate $k$ would add the factor $1-k\Delta t$ and the condition $k\Delta t\le1$.

### A reference solution

Gas injected a time $s$ ago has become a Gaussian with mean $us$ and variance $2Ks$. Steady injection for a time $t$ therefore gives, relative to $n_0$,
$$
R(t)=\int_0^t\frac{u}{\sqrt{4\pi Ks}}
\exp\left[-\frac{(x-us)^2}{4Ks}\right]ds .
$$
Let $A=(x-ut)/\sqrt{4Kt}$ and $B=(x+ut)/\sqrt{4Kt}$. For $x>0$,
$$
R(t)=\tfrac12\left[\operatorname{erfc}A-e^{ux/K}\operatorname{erfc}B\right].
$$
To see this, note that $B^2-A^2=ux/K$, so $e^{ux/K}e^{-B^2}=e^{-A^2}$. The derivative of the closed form is $e^{-A^2}(B_t-A_t)/\sqrt\pi$. With $A_t=-(x+ut)/(4\sqrt K\,t^{3/2})$ and $B_t=(ut-x)/(4\sqrt K\,t^{3/2})$, this equals $u e^{-A^2}/\sqrt{4\pi Kt}$, which is the integrand at $s=t$. Both forms vanish at $t=0$. A pulse of duration $t_p$ gives $R(t)-R(t-t_p)$, with $R=0$ for negative argument.

### A short oxygen pulse

Consider O$_2$ in N$_2$ at 1 Torr and 523 K, with $a=2$ cm, $u=1000$ cm/s and 50 cm from tee to wafer. A rough value for these conditions is $D=400$ cm²/s. The radial velocity profile adds
$$
\frac{1000^2\times2^2}{48\times400}=208\ \text{cm}^2/\text{s},
$$
so $K=608$ cm²/s. The pulse lasts 20 ms. Purge time is counted from valve closure until the cross-section average of the density at the wafer position falls to $10^{-4}n_0$. It is found by numerical root finding for the reference and by logarithmic interpolation for the simulations. The Courant number is held at $c=0.5$.

| Cell and scheme | Peak, $n/n_0$ | Purge, ms |
|---|---:|---:|
| reference | 0.799 | 89.5 |
| 2 cm, upwind | 0.657 | 108.9 |
| 2 cm, van Leer | 0.778 | 91.3 |
| 1 cm, upwind | 0.719 | 99.5 |
| 1 cm, van Leer | 0.794 | 89.7 |

For 2 cm cells, $D_{\rm num}=\frac12\times1000\times2\times0.5=500$ cm²/s, nearly as large as $K$. Replacing $K$ by $K+D_{\rm num}$ in the reference formula predicts an upwind purge of 109.0 ms. For 1 cm cells the same replacement predicts 99.6 ms. Added numerical diffusion thus reproduces the upwind purge times to within about 0.1 ms.

Relative to the reference purge, the upwind errors are 22% and 11%; the limited errors are 2.0% and 0.2%. These figures hold for $c=0.5$; the limited error also depends on the Courant number and grows when the time step is shortened to $c=0.25$ on the same cells. Two grids do not establish an order of convergence for this threshold time. The unlimited $\phi=1$ scheme on 2 cm cells reaches $-0.051\,n_0$ two cells upstream of the tee while the valve is open. At the wafer its undershoot is about $-5\times10^{-4}n_0$, five times the purge threshold in magnitude, and its purge time of about 76 ms is 14 ms too short.

To make $D_{\rm num}$ only 1% of $K$ at $c=0.5$, upwind would need
$$
\Delta x=\frac{2\times0.01\times608}{1000\times0.5}=0.024\ \text{cm}.
$$
Explicit diffusion at that $c$ requires $\Delta x\ge2cK/u=0.61$ cm, so such a grid would need another treatment of diffusion.

### What the reactor adds to the error

The inputs are rough values for a hot-wall flow reactor. Linear valve ramps of 5 ms, centred on the nominal opening and closing times, lengthen the purge by 0.3 ms when it is counted from the nominal closing time. With a mean free path estimated as $3D$ divided by the mean thermal speed, 0.020 cm, wall slip flattens the velocity profile and shortens the purge by 0.7 ms. This is a high estimate: the free path that follows from the gas viscosity is about half as long, which reduces the shift to about 0.3 ms. Replacing the averaged model in the far tail by the leading eigenvalue of the radial transport operator shortens it by an estimated 0.6 ms, provided the gas is injected evenly over the cross-section. The full radial and axial problem gives about 0.1 ms for injection from a ring at the wall and about 1.7 ms for injection on the axis. The example also stretches the assumption of a dilute precursor. If the oxygen adds to an unchanged carrier flow at constant pressure, the gas moves 10% faster while the valve is open, which shortens the purge by about 0.3 ms. The constant gas speed is also an approximation: a pressure drop of about 0.02 Torr makes the gas 2% faster at the wafer than at the tee. If 1000 cm/s is the speed at the wafer, the mean speed is about 1% lower and the purge about 1 ms longer. With even injection, each of these shifts exceeds the 0.2 ms error of the limited scheme on 1 cm cells at $c=0.5$. They differ in sign and partly cancel, but the uncertainty of the inputs remains. A 10% larger $D$, for example, raises $K$ by 21 cm²/s. Since an extra 250 cm²/s lengthens the reference purge by 10.1 ms, this adds about 0.9 ms. Further grid refinement alone would therefore improve the physical prediction only slightly.

The wall is the more serious assumption. With $10^{15}$ sites/cm² and one O$_2$ molecule per two sites, the 50 cm of tube can hold $3.1\times10^{17}$ molecules, or 0.68 of the injected dose of $4.6\times10^{17}$ at 0.1 Torr O$_2$. The calculation therefore describes a passivated wall, not a fresh one. Desorption can also control the purge. From a full wall, a rate of $7.4\times10^{-3}$ s$^{-1}$ per adsorbed molecule supplies enough gas to hold the outlet at $10^{-4}n_0$. Call this rate $\beta_0$. If desorption is first order with a larger rate $\beta$ and nothing readsorbs, the outlet density falls in proportion to $\beta e^{-\beta t}$ and reaches the threshold at $t=\ln(\beta/\beta_0)/\beta$. This time is longest for $\beta=e\beta_0=0.020$ s$^{-1}$, where it is $1/(e\beta_0)\approx50$ s. Slow desorption can therefore replace a purge of 90 ms by one lasting tens of seconds. Dead volumes can lengthen it as well. The calculated time applies when flow through the tube, rather than release from walls or side volumes, limits the purge.
